Massless sunrise integrals with n lines from Fourier transforms

**Question**

I can do the massless one-loop bubble with Feynman parameters, but the sunrise (two vertices joined by three or more lines) becomes a mess. I was told to transform each propagator 1/(p²)^a to coordinate space, multiply, and transform back.

How do I get the Fourier transform in d dimensions, and for which a does it hold? How does one product handle any number of lines? And what does the answer mean in d = 4, where three propagators give 1/x⁶, which is not integrable at the origin?

**Answer**

I work in Euclidean space, with measure d^dp/(2π)^d for each loop, and leave out couplings, symmetry factors and the factors of i from Wick rotation. I write p and x also for the lengths of the vectors.

**The transform of one line**

We want

D_a(x) = ∫ d^dp/(2π)^d e^{ip·x} / (p²)^a.

Turn the power into Gaussians. Substituting s = tp² in the definition of the gamma function gives, for a > 0,

1/(p²)^a = (1/Γ(a)) ∫₀^∞ dt t^{a−1} e^{−tp²}.

For each Cartesian component, complete the square:

−tp_j² + ip_jx_j = −t(p_j − ix_j/(2t))² − x_j²/(4t).

The contour can be shifted because the Gaussian is analytic and decays at both ends. Each component gives (1/2π)√(π/t) e^{−x_j²/(4t)}, so d of them give

∫ d^dp/(2π)^d e^{ip·x−tp²} = (4πt)^{−d/2} e^{−x²/(4t)}.

Hence

D_a(x) = 1/[Γ(a)(4π)^{d/2}] ∫₀^∞ dt t^{a−1−d/2} e^{−x²/(4t)}.

Now put u = x²/(4t), so t = x²/(4u) and |dt| = x²/(4u²) du. The powers of u add up to −(a−1−d/2) − 2 = d/2−a−1, and the integral becomes

(x²/4)^{a−d/2} ∫₀^∞ du u^{d/2−a−1} e^{−u} = (x²/4)^{a−d/2} Γ(d/2−a).

Since (4π)^{−d/2} 4^{d/2−a} = 4^{−a}π^{−d/2}, the result is

D_a(x) = Γ(d/2−a) / [4^a π^{d/2} Γ(a)] · (x²)^{a−d/2},  0 < a < d/2.  (1)

The upper limit on a makes 1/(p²)^a integrable at p = 0; the lower limit makes the result integrable at x = 0. Between them, (1) holds in the sense of distributions: paired with a smooth, rapidly decreasing function, all the integrals converge absolutely and may be exchanged.

As an ordinary integral at fixed x ≠ 0 it needs more. The direction average of the wave falls as p^{−(d−1)/2}, so the radial integrand oscillates with amplitude p^{(d−1)/2−2a}. This decays if a > (d−1)/4.

For d = 3 and a = 1, (1) gives the Coulomb form 1/(4πx). The derivation used integer d; the right side then defines the transform for other d.

The way back is the same calculation with x as the integration variable and without 1/(2π)^d. Multiply (1) by (2π)^d = 4^{d/2}π^d and rename a as b:

∫ d^dx e^{−ip·x} (x²)^{−b} = π^{d/2} 4^{d/2−b} Γ(d/2−b)/Γ(b) · (p²)^{b−d/2},  0 < b < d/2.  (2)

The sign in the exponent does not matter, because x → −x reverses it.

**The product for n lines**

Give line i the momentum k_i and index a_i, and let A = a₁+…+a_n. The sunrise is

S_n(p) = ∫ ∏ᵢ [d^dk_i/(2π)^d (k_i²)^{−a_i}] (2π)^d δ(p − Σk_i).

There are n integrations and one delta function, hence n−1 loops. Write the delta function as

(2π)^d δ(p − Σk_i) = ∫ d^dx e^{−ip·x} ∏ᵢ e^{ik_i·x}.

Each k_i now appears in its own factor, and the loop integrals separate:

S_n(p) = ∫ d^dx e^{−ip·x} ∏ᵢ D_{a_i}(x).

The exchange can be justified by integrating both sides against e^{−σp²}. In the Gaussian representation every integrand is then positive, so the order is free. Rotation and scaling already force S_n to be a single power of p², and this one identity fixes its coefficient.

By (1), the product is again a single power:

∏ᵢ D_{a_i}(x) = 4^{−A} π^{−nd/2} ∏ᵢ[Γ(d/2−a_i)/Γ(a_i)] (x²)^{−b},  b = nd/2 − A.

Apply (2). The exponent of 4 is −A + d/2 − nd/2 + A = −(n−1)d/2. The exponent of π is −nd/2 + d/2, the same number. With d/2−b = A−(n−1)d/2,

S_n(p) = (4π)^{−(n−1)d/2} ∏ᵢ[Γ(d/2−a_i)/Γ(a_i)] · Γ(A−(n−1)d/2)/Γ(nd/2−A) · (p²)^{(n−1)d/2−A}.  (3)

For n = 1 the gamma functions cancel and (3) returns 1/(p²)^{a₁}, as it must.

**When the integral converges**

We need 0 < a_i < d/2 for every line and b < d/2, which means A > (n−1)d/2. The second condition controls x → 0, the region where all loop momenta are large.

It also takes care of subgraphs. Remove n−m lines, each with an index below d/2. The remaining m lines have a sum larger than (n−1)d/2 − (n−m)d/2 = (m−1)d/2, which is their own convergence condition.

For unit indices the window is

2 < d < 2n/(n−1).

It shrinks as n grows. In d = 3 the bubble converges, and (3) gives (4π)^{−3/2} Γ(1/2)³/Γ(1) · 1/p = 1/(8p). Three lines in d = 3 already diverge logarithmically.

**Numbers in d = 5/2**

This dimension admits two, three and four unit-index lines. Let m be an arbitrary momentum unit. For n = 3 the arguments in (3) are d/2−1 = 1/4, 3−5/2 = 1/2 and 15/4−3 = 3/4, so

S₃ = (4π)^{−5/2} Γ(1/4)³ Γ(1/2)/Γ(3/4) · 1/p.

At p = 1 m this is 0.12314 m^{−1}; at p = 2 m it is half as large, 0.06157 m^{−1}. For the other two cases:

n = 2: S₂ ∝ p^{−3/2}, from 0.38411 to 0.38411/2^{3/2} = 0.13580 m^{−3/2}.

n = 4: S₄ ∝ p^{−1/2}, from 0.04730 to 0.04730/2^{1/2} = 0.03345 m^{−1/2}.

The dependence on p weakens as lines are added, because each extra loop and line contribute p^{d−2} = p^{1/2}. At n = 5 the power reaches zero, A equals (n−1)d/2 = 5, and the integral diverges logarithmically.

The three values at p = 1 m were tested against loop-by-loop integration in momentum space, which does not use (1) or (2). The numerical output below shows the agreement, including a four-line case in d = 3 with unequal indices.

**What the formula means outside the window**

Suppose d/2 < b < d/2+1. The x integral diverges at the origin, but the divergent part does not depend on p. Subtract it:

F(p) = ∫ d^dx (e^{−ip·x} − 1)(x²)^{−b}.

With directions averaged, the bracket is of order x² near the origin, so this converges there; it converges at infinity because b > d/2. Use Gaussians for (x²)^{−b}:

F(p) = (1/Γ(b)) ∫₀^∞ ds s^{b−1} (π/s)^{d/2} (e^{−p²/(4s)} − 1).

Put v = p²/(4s) and c = d/2−b, so −1 < c < 0:

F(p) = π^{d/2}/Γ(b) · (p²/4)^{−c} ∫₀^∞ dv v^{c−1}(e^{−v} − 1).

Integrate by parts. The boundary term v^c(e^{−v}−1)/c vanishes at both ends, leaving (1/c)∫₀^∞ dv v^c e^{−v} = Γ(c+1)/c = Γ(c). This is (2) again, with the gamma function continued to negative argument.

So here the continued formula gives the subtracted integral. Dimensional regularization assigns zero to the discarded constant.

Stronger singularities need more subtractions. If −M−1 < c < −M with M a positive integer, subtract from e^{−ip·x} its Taylor terms through order p^{2M}; the odd terms vanish in the direction average. The remainder is of order x^{2M+2} at the origin, and each subtracted term converges at infinity because M < −c. In the Gaussian form the bracket becomes e^{−v} − Σ_{k=0}^{M}(−v)^k/k!. In each of M+1 integrations by parts the boundary term vanishes at both ends, which leaves Γ(c+M+1)/[c(c+1)…(c+M)] = Γ(c). The continued formula is then the integral with a polynomial in p² of degree M removed. Unit lines just below d = 4 need M = n−3, so the single subtraction above covers n = 3.

For three unit lines in d = 7/2, b = 9/4 and c = −1/2. At p = 2 m, both the subtracted integral and (3) give −1.6369 × 10^{−3} m. A negative value from a positive integrand is no contradiction: it is the change relative to p = 0, and the direction average of the wave is below one.

**Unit indices near d = 4**

For n ≥ 2 and d = 4−2ε, (3) becomes

S_n = (p²)^{n−2}/(4π)^{2(n−1)} · (4π/p²)^{(n−1)ε} · Γ(1−ε)^n Γ(2−n+(n−1)ε)/Γ(n−nε).

At ε → 0 one factor is singular. With N = n−2 and δ = (n−1)ε, repeated use of Γ(z+1) = zΓ(z) gives

Γ(−N+δ) = Γ(1+δ)/[δ(δ−1)…(δ−N)] → (−1)^N/(N! δ).

Dividing by Γ(n) = (n−1)! gives a simple pole R_n/ε, in units of (p²)^{n−2}/(4π)^{2(n−1)}, with

R_n = (−1)^n / [(n−1)(n−1)!(n−2)!].

For n = 2, 3, 4, 5 this is 1, −1/4, 1/36, −1/576. The simple pole does not mean that subgraphs converge: any two lines have index sum 2 = d/2 at d = 4, which is the logarithmic limit.

The factor (p²)^{−(n−1)ε} turns the pole into a logarithm. The coefficient of ln p² is

−(n−1)R_n = (−1)^{n+1}/[(n−1)!(n−2)!].

For three lines, let us also find the constant. Include μ^{2ε} per loop with μ² = μ̄²e^γ/(4π), where γ is Euler's constant, and set L = ln(p²/μ̄²). To first order in ε:

(μ̄²e^γ/p²)^{2ε} = 1 + ε(2γ − 2L)

Γ(1−ε)³ = 1 + 3γε

Γ(−1+2ε) = Γ(1+2ε)/[2ε(2ε−1)] = −(1/(2ε))[1 + ε(2−2γ)]

1/Γ(3−3ε) = 1/[(2−3ε)(1−3ε)Γ(1−3ε)] = ½[1 + ε(9/2−3γ)].

The terms in γ add to 2+3−2−3 = 0, and 2+9/2 = 13/2. Therefore

S₃ = p²/(4π)⁴ · [−1/(4ε) + ½ ln(p²/μ̄²) − 13/8 + O(ε)].

At p = 2μ̄ the finite part is 0.6931 − 1.6250 = −0.9319. At ε = 0.01 the expansion gives −25 − 0.9319 = −25.9319 for the bracket, while the full formula gives −25.9650. The difference, −0.0331, is 0.13% of the full value but 3.6% of the finite part. It comes from the omitted terms of order ε and higher.

**Which part is physical**

A rescaling of μ̄ changes the constant −13/8, but not the coefficient of the logarithm. That coefficient can be found directly in d = 4, without dimensional regularization. Write the product of n massless propagators as a sum over propagators of mass √s:

(4π²x²)^{−n} = ∫₀^∞ ds ρ_n(s) G_s(x),  G_s(x) = ∫₀^∞ dt (4πt)^{−2} e^{−x²/(4t)−st}.

Try ρ_n = C s^{n−2}. The s integral gives (n−2)!/t^{n−1}, and the t integral then gives

C (n−2)!/(16π²) · (4/x²)^n (n−1)!.

Matching to the left side fixes

ρ_n(s) = s^{n−2} / [(4π)^{2(n−1)} (n−1)!(n−2)!].

In momentum space G_s becomes 1/(s+p²). Polynomial division gives s^{n−2}/(s+p²) = polynomial in s and p² + (−p²)^{n−2}/(s+p²). Cutting the s integral off at Λ², the last term gives (−p²)^{n−2} ln[(Λ²+p²)/p²]. Its ln p² part is −(−1)^n (p²)^{n−2} ln p², which reproduces the coefficient above. For large Λ, the cutoff-dependent terms are polynomials in p², which local counterterms can absorb.

Here s is the squared invariant mass carried jointly by the n massless lines. The weight starts at s = 0, because massless particles have no threshold gap.

The method relies on each line being a pure power in x and on there being two vertices. With a mass, the product can still be written in coordinate space, but it is no longer a single power, so (2) does not finish the calculation.

Values computed for the example and the checks

```
distance x = 1.3 1/m
Fourier d=2.5 a=1.0: quadrature 0.19006934, formula 0.19006934 m^0.5
Fourier d=3.0 a=1.0: quadrature 0.06121344, formula 0.06121344 m^1.0
Fourier d=4.0 a=1.0: quadrature 0.01498834, formula 0.01498834 m^2.0
Fourier d=5.0 a=1.7: quadrature 0.00455996, formula 0.00455996 m^1.6
Gaussian pairing d=3 a=0.3: momentum 0.84152799, space 0.84152799 (dimensionless test)
sunrise d=2.5 n=2 p=1 m: loops 0.38411271, formula 0.38411271 m^-1.5
sunrise d=2.5 n=2 p=2 m: formula 0.13580435 m^-1.5
sunrise d=2.5 n=3 p=1 m: loops 0.12314299, formula 0.12314299 m^-1.0
sunrise d=2.5 n=3 p=2 m: formula 0.06157150 m^-1.0
sunrise d=2.5 n=4 p=1 m: loops 0.04730079, formula 0.04730079 m^-0.5
sunrise d=2.5 n=4 p=2 m: formula 0.03344671 m^-0.5
bubble d=3 p=1 m: loop 0.12500000, formula 0.12500000 1/m
sunrise d=3 indices [1.3, 1.2, 1.2, 1.15] p=1 m:
  loops 4.574529e-03, formula 4.574529e-03 m^-0.7
continued sunrise d=3.5 n=3 p=2 m: subtracted -1.636895e-03, formula -1.636895e-03 m^1.0
d=4-2eps, in units of (p^2)^(n-2)/(4 pi)^(2(n-1)):
  n=2: residue of 1/eps 1.00000000, coefficient of ln p^2 -1.00000000
    x=0.7/m: spectral sum 2.672319e-03, product 2.672319e-03 m^4
  n=3: residue of 1/eps -0.25000000, coefficient of ln p^2 0.50000000
    x=0.7/m: spectral sum 1.381442e-04, product 1.381442e-04 m^6
  n=4: residue of 1/eps 0.02777778, coefficient of ln p^2 -0.08333333
    x=0.7/m: spectral sum 7.141291e-06, product 7.141291e-06 m^8
  n=5: residue of 1/eps -0.00173611, coefficient of ln p^2 0.00694444
    x=0.7/m: spectral sum 3.691653e-07, product 3.691653e-07 m^10
n=3 finite part of (4 pi)^4 S/p^2 at p=mubar: -1.625000 (dimensionless)
n=3 finite part of (4 pi)^4 S/p^2 at p=2 mubar: -0.931853 (dimensionless)
n=3 eps=0.01 p=2 mubar: full -25.964962, expansion -25.931853 (dimensionless)
```
